Coupled-Dipole Resonances of Two Metal Spheres and Their Gap Field

**Setting.** Two identical metal spheres of radius a stand in vacuum with centres a distance R apart. Their relative permittivity ε is local, and the light has a wavelength long enough for the field to be treated as electrostatic at each instant. Fields vary as exp(−iωt). Dipoles are in Gaussian form, so a dipole p has the potential p·r/r³ and a polarizability is a volume; the SI dipole is 4πε₀ times p. "Along" and "across" give the direction of the applied field relative to the line of centres.

**(a) Find the polarizability of one sphere, and the field of a dipole p at distance R, along and across.** [4 marks]

Let the applied field be E₀. The potential is −Fr cosθ inside and −E₀r cosθ + p cosθ/r² outside. Continuity of the potential at r = a gives

F = E₀ − p/a³.

Continuity of the normal displacement, with the outer radial field (E₀ + 2p/r³) cosθ, gives

εF = E₀ + 2p/a³.

Inserting the first equation in the second and collecting terms,

(ε − 1)E₀ = (ε + 2)p/a³, so p = αE₀ with α = a³(ε − 1)/(ε + 2).

A single sphere therefore resonates at ε = −2. The field of a dipole follows by differentiating its potential:

E = −∇(p·r/r³) = −p/r³ + 3r(p·r)/r⁵.

At r = R this is 2p/R³ for p along the line of centres and −p/R³ for p across it. It is even in r, so each sphere acts on the other in the same way.

**(b) Keep only the dipoles, and take the neighbour's field at the centre of a sphere as uniform over that sphere. Find the modes of the pair. Which are bright in a uniform applied field?** [4 marks]

Write the neighbour's field as sp/a³, with

s = 2(a/R)³ along, s = −(a/R)³ across.

The two dipoles obey

p₁ = α(E₀ + sp₂/a³), p₂ = α(E₀ + sp₁/a³).

Adding and subtracting them gives

(1 − sα/a³)(p₁ + p₂) = 2αE₀,
(1 + sα/a³)(p₁ − p₂) = 0.

The uniform field drives only the sum. This in-phase mode has a net dipole and is bright, with p₁ = p₂ = p and

p = αE₀/(1 − sα/a³).

The opposed mode has no net dipole and is dark. If the applied fields E₁ and E₂ at the two centres differ, the right side of the second equation becomes α(E₁ − E₂), and the dark mode is driven as well.

**(c) Find the permittivity of each bright resonance, evaluate it for R = 3a, and explain the directions of the shifts. Examine large R and contact.** [6 marks]

Without loss, a dipole can persist with no applied field when sα/a³ = 1:

s(ε − 1) = ε + 2
−(1 − s)ε = 2 + s
ε_r = −(2 + s)/(1 − s).

For R = 3a, (a/R)³ = 1/27. Hence

along: s = 2/27, ε_r = −(56/27)/(25/27) = −56/25 = −2.24,
across: s = −1/27, ε_r = −(53/27)/(28/27) = −53/28 ≈ −1.893.

The dark modes have s reversed: −52/29 ≈ −1.793 along and −55/26 ≈ −2.115 across.

The directions follow from the condition α = a³/s. Along the axis the neighbour's field supports the dipole, s is positive, and α must be positive; for a negative permittivity this requires ε < −2. Across the axis the neighbour's field opposes the dipole, so α must be negative, which requires ε > −2.

For large R, expanding in s gives ε_r ≈ −(2 + s)(1 + s) ≈ −2 − 3s. The shifts are then −6(a/R)³ along and +3(a/R)³ across, in the ratio −2 to 1.

At contact, R = 2a and s = 1/4 along, so the formula gives ε_r = −3. This value should not be trusted. The neighbour's axial dipole field is (R/(R − a))³ times stronger at the near surface of a sphere than at its centre. The factor is 8 at contact and already 27/8 at R = 3a, so the assumption of a uniform field has to be checked even there; part (f) does so.

**(d) The metal has ε(E) = ε∞ − E_p²/(E² + iγE) at photon energy E, with constant γ. Find the position and width of the absorption peak. Evaluate them for a = 10 nm, R = 30 nm, ε∞ = 5, E_p = 9 eV, bulk damping 0.050 eV and surface damping ħv_F/a with v_F = 1.4×10⁶ m/s.** [7 marks]

Insert α in the bright response:

p/(a³E₀) = (ε − 1)/[ε + 2 − s(ε − 1)] = (ε − 1)/[(1 − s)(ε − ε_r)].

Since ε − 1 = (ε − ε_r) + (ε_r − 1) and ε_r − 1 = −3/(1 − s),

p/(a³E₀) = [1/(1 − s)]{1 − [3/(1 − s)]/(ε − ε_r)}.

Now set D = ε∞ − ε_r, E_r² = E_p²/D and W = E² + iγE. Then

ε − ε_r = D − E_p²/W = D(W − E_r²)/W,
1/(ε − ε_r) = (1/D)[1 + E_r²/(E² − E_r² + iγE)].

The mean power taken from the field is proportional to E Im p at fixed E₀. The imaginary part of 1/(X + iγE) is −γE/(X² + γ²E²), so

E Im p ∝ γE²/[(E² − E_r²)² + γ²E²] = (1/γ)/{1 + [(E² − E_r²)/(γE)]²}.

The maximum is at E = E_r = E_p/√(ε∞ − ε_r). Half the maximum is reached where E₊² − E_r² = γE₊ and E_r² − E₋² = γE₋. Adding these gives E₊² − E₋² = γ(E₊ + E₋), so the full width is E₊ − E₋ = γ.

The numbers are

single sphere: 9/√7 = 3.402 eV (364 nm),
along: 9/√7.24 = 3.345 eV (371 nm),
across: 9/√6.893 = 3.428 eV (362 nm),
γ = 0.050 + 0.092 = 0.142 eV.

Coupling moves the peaks by −57 meV and +26 meV from the single-sphere value. Their separation, 83 meV, is 0.59 of the width, so the peaks overlap strongly. Polarized light along and across the axis addresses them separately.

**(e) Find the field at the centre of the gap at the longitudinal resonance, relative to the applied field.** [4 marks]

The gap centre lies on the axis at distance R/2 from each dipole. Each contributes 2p/(R/2)³ = 16p/R³, in the same direction, so

E_gap/E₀ = 1 + 32p/(R³E₀) = 1 + (32/27)p/(a³E₀).

At E = E_r the square bracket of part (d) is 1 − iE_r/γ. With 1 − s = 25/27 and D = 7.24,

3/[(1 − s)D] = 0.4475, E_r/γ = 3.345/0.142 ≈ 23.5,
p/(a³E₀) ≈ 1.08(1 − 0.4475 + 10.5i) ≈ 0.60 + 11.4i,
|E_gap/E₀| ≈ |1.7 + 13.5i| ≈ 13.6.

The response is almost a quarter period behind the applied field, as expected at resonance.

**(f) Estimate the main effects left out, and judge the result for silver spheres in near-field exposure.** [10 marks]

**Higher multipoles.** Let the potential of order l near a sphere be c r^l outside, with response b/r^(l+1), and take a = 1. The inner potential is (c + b)r^l, and continuity of the displacement gives

εl(c + b) = lc − (l + 1)b, so b = −l(ε − 1)c/(lε + l + 1).

Each c contains the partner's multipoles re-expanded about this sphere. Solving the linear system up to l = 16 puts the bright resonances at −2.269 along and −1.902 across; going from l = 8 to l = 16 changes them by less than 10⁻⁶. The energies move by −6.6 and −2.4 meV from the dipole values.

The effect is small because it needs two steps. The gradient of the neighbour's dipole field, proportional to R⁻⁴, induces a quadrupole, whose field at the neighbour again falls as R⁻⁴. The leading correction therefore scales as (a/R)⁸ at large R, against (a/R)³ for the dipole coupling.

The gap field is more sensitive. With all these multipoles, at the correspondingly shifted resonance and with the same γ, it is 16.6 times the applied field, 22% above the dipole value. For an exposure rate proportional to |E|² the factor is about 274 instead of 185.

**Retardation.** At the longitudinal resonance ka = 0.17 but kR = 0.51, where k is the wavenumber, so the phase across the pair is not negligible. The estimate uses the dipole term of Mie's solution for each sphere and the retarded dipole field between them, for light travelling perpendicular to the axis. The extinction peaks are then at 3.319 and 3.408 eV, shifts of −26 and −20 meV. These are comparable with the coupling shifts, but much of the change is common to both peaks: an isolated sphere already moves by −17 meV. The peaks also widen from γ = 0.142 eV to about 0.150 eV.

**Nonlocal screening.** Electron pressure spreads the surface charge over a finite depth. Let n be the change in electron density, n₀ its mean, v the electron velocity, and −mβ²∇n/n₀ the pressure force on an electron of mass m and charge −e. Without damping, the force equation is m∂v/∂t = −eE − mβ²∇n/n₀. Its divergence, with charge conservation ∂n/∂t = −n₀∇·v and Gauss's law ∇·E = −4πen/ε∞, gives

β²∇²n = (ω_p²/ε∞ − ω²)n, with ω_p² = 4πn₀e²/m and ħω_p = E_p.

Below the bulk plasma energy E_p/√ε∞ the charge decays inward over δ = ħβ/√(E_p²/ε∞ − E²). With β² = 3v_F²/5, as taken for high frequencies, δ = 0.33 nm at the single-sphere resonance.

No free current crosses the surface, so the normal field there is D_n/ε∞, while deeper in it is D_n/ε, where D_n = εF cosθ. For δ much smaller than a, the extra potential drop is δD_n(1/ε∞ − 1/ε). It changes the surface potential from −Fa cosθ to −Fa(1 + η) cosθ, with

η = (δ/a)(ε − ε∞)/ε∞ ≈ 0.0332 × (−7/5) ≈ −0.046.

Without an applied field, the matching conditions are p/a² = −Fa(1 + η) and 2p/a³ = εF. They give ε = −2(1 + η) ≈ −1.91. Matching the full spherical solution, with δ held fixed, also gives −1.91. With δ held fixed the single-sphere resonance rises by 23 meV; letting δ follow the photon energy gives −1.90 and 24 meV. For this radius the shift is similar in size to the retardation shifts found above for the pair, and opposite in sign; the nonlocal shift of the pair itself was not computed.

**Surroundings.** In a medium of index n the boundary conditions contain only ε/n², so ε_r is multiplied by n². Full immersion in a resist with n = 1.5 gives −2.24 × 2.25 = −5.04, and the longitudinal resonance falls to 9/√10.04 = 2.84 eV (437 nm).

**Gap.** For a rough barrier of 4.5 eV, the tunnelling factor across 10 nm is about 10⁻⁹⁴. At 1 kW/cm² the field is 0.014 MV/cm at the gap centre and about 0.03 MV/cm at the facing metal surfaces, both far below a rough breakdown scale of 1 MV/cm. Heating is a separate limit. At resonance each sphere absorbs about 2×10⁻⁸ W, which warms it by about 1 K inside a solid of thermal conductivity 0.2 W/(m K). A sphere truly isolated in vacuum could not radiate this power away without melting.

**The real case.** The parameters are rough typical values for silver. The assumption that patterning breaks most strongly is the vacuum: full immersion moves the longitudinal resonance by −0.5 eV, about nine times the coupling shift. Within the model, a source chosen at 371 nm for bare spheres would then be several line widths off resonance, if γ stays the same. A substrate or partial coverage needs its own calculation. The permittivity used here also omits interband absorption, which sets in strongly in silver near 4 eV and changes the real part of ε below that energy as well. The computed peak energies, widths and gap fields are therefore model values, not predictions for a particular sample. The peaks of real silver can differ from them by an amount comparable with the line width, so a source should be chosen from measured optical constants. The numerical output gives the individual values.

Values computed for the example and the checks

```
coupling s along, across: 0.07407, -0.03704
bright eps, formula, along, across: -2.2400, -1.8929
bright eps, diagonalized, along, across: -2.2400, -1.8929
dark eps, diagonalized, along, across: -1.7931, -2.1154
all multipoles (l to 16), along: eps -2.2686, share of dipole strength 0.9691
  change of eps from l to 8 to l to 16: 9.5e-08
all multipoles (l to 16), across: eps -1.9023, share of dipole strength 0.9835
  change of eps from l to 8 to l to 16: 4.2e-09
radius, gap: 10, 10 nm
eps_inf 5.0, Ep 9.0 eV, v_F 1.4e+06 m/s
damping bulk, surface, total: 0.050, 0.092, 0.142 eV
single sphere resonance: 3.402 eV, 364.5 nm
along resonance: 3.345 eV, 370.7 nm
across resonance: 3.428 eV, 361.7 nm
shift from single, along, across: -56.9, 26.3 meV
splitting: 83.2 meV; splitting/width: 0.59
gap-centre field/applied, dipoles: 13.59
gap-centre field/applied, all multipoles: 16.56
multipole energy shift, along, across: -6.6, -2.4 meV
k*a, k*R at along resonance: 0.170, 0.509
retarded peaks, along, across: 3.319, 3.408 eV
retardation shift, along, across: -25.7, -19.9 meV
screening layer thickness: 0.332 nm; eta -0.0464
nonlocal single-sphere eps, estimate, matching: -1.907, -1.905
nonlocal single-sphere energy shift: 23.2 meV
immersed in resist of index 1.5: along 2.840 eV (437 nm), across 2.958 eV
log10 of tunnelling factor, barrier 4.5 eV: -94
intensity: 1 kW/cm2; applied field 8.68e-04 MV/cm
gap-centre field at that intensity: 1.44e-02 MV/cm
```
